\section*{Choosing Cell Size and Correlation Range for fcc Quasirandom Structures}

\section{The result and the setting}

A special quasirandom structure (SQS) is a small periodic cell whose short-range correlations imitate those of a random alloy. Its generator needs two choices: the number $N$ of alloy sites per cell, and the range to which correlations are matched. For an equal-composition alloy on one fcc lattice, with pairs and triplets matched in order of size, the outcome is:

\begin{itemize}
\item $N=8$: shells 1 and 2 match. The first mismatch is the third-neighbour pair correlation, $-1/12$ instead of 0.
\item $N=16$: shells 1 to 7 match. The first mismatch is the eighth-neighbour pair correlation, which is $-1$ instead of 0 in the cell shown below.
\item $N=12$: the first mismatch is already in shell 2. A larger cell is guaranteed to be no worse if its size is a multiple of the smaller one; otherwise it can be worse, as here.
\end{itemize}

Both optimal cells shown below contain endless rows of like nearest neighbours. Their shell averages are good, but their directional averages are not, which matters for an epitaxial film.

\section{What is matched}

Let $s_i=+1$ for an A atom and $-1$ for a B atom, with $\sum_i s_i=0$ over the cell. A \emph{figure} is a pair or triplet of sites with all its copies under lattice translations and the 48 cubic operations. Its correlation $\Pi$ is the average product of its spins. In the ideal random alloy the sites are independent, so at A fraction $x$
\begin{equation}
\langle s_1\cdots s_k\rangle=\langle s\rangle^k=(2x-1)^k=0
\quad\text{at }x=\tfrac12 .
\end{equation}

These averages matter because the products of spins on $n$ sites form a complete basis for functions of their $2^n$ configurations. A configurational energy is therefore a sum of figure terms. For its pair part, with energy $J_m s_is_j$ per bond in shell $m$ and $z_m$ neighbours,
\begin{equation}
\Delta E=\sum_m\frac{z_m}{2}J_m\Pi_m
\label{energy}
\end{equation}
per site; the factor $1/2$ counts each bond once. The random alloy gives zero, so $\Delta E$ is the pair error of the cell.

Vectors are written in units of $a/2$, where $a$ is the cubic lattice parameter. Lattice sites have integer coordinates with an even sum, and for the shells used here $r_m=a\sqrt{m/2}$.

Figures are ordered by longest edge, at equal length pairs before triplets, and then by the remaining edges. ``Closest to random'' means that the list of $|\Pi|$ is smallest in dictionary order. Another ordering or a weighted sum can select another structure.

\section{The search}

\begin{enumerate}
\item \textbf{List the cells.} Integer row operations bring the repeat vectors of any supercell to a unique triangular form with diagonal $(p,q,r)$, $pqr=N$. The entry above $q$ has $q$ possible values and each of the two above $r$ has $r$, giving $\sum_{pqr=N}qr^2$ cells. For $N=8$ this is 155, of which 20 differ after cubic rotations.
\item \textbf{List the fillings.} Reversing all colours leaves every $|\Pi|$ unchanged, so one site may be fixed as A. For $N=8$ there remain $\binom73=35$ fillings per cell, or $20\times35=700$ structures.
\item \textbf{Filter.} Take the figures in order. For each, keep only the structures with the smallest $|\Pi|$ among those still present.
\item \textbf{Report.} The first non-zero $\Pi$ of a survivor gives the first mismatched shell.
\end{enumerate}

After each filtering step the survivors are precisely the structures with the smallest list so far, so the final survivors have the smallest full list. They also have the longest run of leading zeros: a structure with a longer run would be smaller at the survivor's first non-zero entry. With $K$ orientations of a figure per site, $NK\Pi$ is an integer, so a match is decided without rounding.

The search used 6 pairs and 23 triplets, up to shell 6. For $N=8$, a search over all 155 cells without filtering gave the same smallest list.

\section{The eight-site structure by hand}

One of the eight tied survivors has repeat vectors $(0,1,1)$, $(2,-1,1)$ and $(2,3,-3)$. Label the site $(x,y,z)$ by
\begin{equation}
p=\frac{x+y-z}{2},\qquad q=\frac{x-y+z}{2}.
\label{labels}
\end{equation}
The repeat vectors have labels $(0,0)$, $(0,2)$ and $(4,-2)$, so $p$ counts modulo 4 and $q$ modulo 2. The filling is
\begin{equation}
\begin{array}{c|cccc}
 & p=0&1&2&3\\ \hline
q=0&+&+&-&-\\
q=1&+&-&+&-
\end{array}
\label{eight}
\end{equation}

Let $C(p,q)$ be the average product of two spins separated by $(p,q)$. For $C(1,0)$, the first row contributes $1-1+1-1=0$ and the second $-4$, so $C(1,0)=-4/8=-1/2$, and $C(3,0)$ is the same by reversing the separation. Multiplying out the other separations gives
\begin{equation}
C(0,0)=1,\quad C(2,0)=C(0,1)=C(1,1)=C(2,1)=C(3,1)=0 .
\end{equation}

Opposite vectors have equal $C$, so six of the 12 nearest-neighbour vectors suffice. By \eqref{labels}, $(0,1,1)$ has label $(0,0)$ and $(0,1,-1)$ has $(1,1)$. Both $(1,1,0)$ and $(1,0,-1)$ have $(1,0)$, while $(1,-1,0)$ and $(1,0,1)$ have $(0,1)$. Thus
\begin{equation}
\Pi_1=\frac{1+0+2(-\frac12)+2(0)}{6}=0 .
\end{equation}
The second-neighbour vectors $(2,0,0)$, $(0,2,0)$ and $(0,0,2)$ have labels $(1,1)$, $(1,1)$ and $(3,1)$, so $\Pi_2=0$.

Shell 3 has 12 vectors up to sign. One, $(2,-1,1)$, is a repeat vector and contributes $+1$. Four, namely $(1,2,1)$, $(1,-2,1)$, $(1,-1,2)$ and $(1,-1,-2)$, have label $(1,0)$ or $(3,0)$ and contribute $-1/2$ each. The other seven contribute zero:
\begin{equation}
\Pi_3=\frac{1+4(-\frac12)}{12}=-\frac1{12}.
\end{equation}

The triplets vanish by symmetry. Inversion about a suitable point sends $(p,q)$ to $(3-p,q)$, since $-q$ equals $q$ modulo 2. In \eqref{eight} this reverses both rows and changes every sign. A triplet correlation averages over a set of triplets that inversion maps onto itself, while each product of three spins changes sign. Hence $\Pi=-\Pi=0$, for triplets of any size. Of the 700 structures, 596 have some colour-reversing lattice symmetry, and these are the same 596 for which all listed triplets vanish.

\section{Why a mismatch must appear}

For any balanced periodic filling, let $C(\mathbf d)$ be the average product at separation $\mathbf d$. Its Fourier form is a finite sum,
\begin{equation}
C(\mathbf d)=\sum_{\mathbf k}P(\mathbf k)e^{i\mathbf k\cdot\mathbf d},
\qquad P(\mathbf 0)=\Big(\frac1N\sum_i s_i\Big)^2=0 .
\end{equation}
Weight all separations by a Gaussian. With $\rho=4/a^3$ sites per volume and $\mathbf G$ the fcc reciprocal vectors, Poisson summation gives
\begin{equation}
\sum_{\mathbf d}C(\mathbf d)e^{-\alpha d^2}
=\rho\Big(\frac{\pi}{\alpha}\Big)^{3/2}
\sum_{\mathbf k\ne0}P(\mathbf k)\sum_{\mathbf G}
e^{-|\mathbf k+\mathbf G|^2/4\alpha}.
\end{equation}
No $\mathbf k+\mathbf G$ on the right is zero, so the exponentials overcome the prefactor and the sum vanishes as $\alpha\to0$. The term $\mathbf d=0$ equals 1. Therefore
\begin{equation}
\sum_{\mathbf d\ne0}C(\mathbf d)e^{-\alpha d^2}\to-1 .
\end{equation}
If every pair correlation were zero, the left side would be zero for every $\alpha$. So a mismatch exists at some distance, whatever $N$ is. For the eight-site structure the sum is $-1.000000$ at $\alpha=0.02/a^2$.

\section{Choosing the cell size}

The table uses $J_m=J_1/m^3$ to shell 8 with $J_1=-5$~meV, a round model in which like neighbours attract. The ties concern only $|\Pi|$ up to shell 6, but at each $N$ all tied structures turn out to share the tabulated $\Pi$ and $\Delta E$ to the digits shown; in particular, all 112 at $N=16$ have $\Pi_7=0$ and $\Pi_8=-1$. ``Pairs only'' is the first mismatched shell when triplets are ignored.

\begin{center}
\begin{tabular}{rcccc}
$N$ & first mismatch & $\Pi$ & pairs only & $\Delta E$ (meV/site)\\
2 & 2 & $-1.000$ & 2 & 1.470\\
4 & 2 & $-0.333$ & 2 & 0.659\\
6 & 2 & $+0.111$ & 2 & 0.335\\
8 & 3 & $-0.083$ & 3 & 0.060\\
12 & 2 & $-0.111$ & 3 & 0.243\\
16 & 8 & $-1.000$ & 8 & 0.029
\end{tabular}
\end{center}

\textbf{The smallest cell.} For $N=2$ the survivor alternates A and B layers along $[111]$. Each atom has six like neighbours in its layer and six unlike ones outside it, so $\Pi_1=0$. All six second neighbours lie in adjacent layers, so $\Pi_2=-1$. An ordered crystal can thus match the first shell perfectly, and that shell alone is a poor criterion.

\textbf{Multiples.} If $N$ divides $N'$, the smaller structure can be repeated to fill an $N'$-site cell, so the best list at $N'$ cannot be worse. This covers $2\to4\to8\to16$, but not $8\to12$.

\textbf{The cost of triplets.} At $N=12$ a pair-only search also matches shell 2. The only triplet ranked before the second-neighbour pair is the nearest-neighbour triangle. So the 12-site cells that match both pair shells must fail on that triangle. A user who cares about pairs alone would choose differently here.

\textbf{Sixteen sites.} The search to shell 6 found no mismatch and left 112 tied structures. One has repeat vectors $(0,1,1)$, $(4,2,-2)$ and $(4,-2,2)$. With the labels \eqref{labels}, both now modulo 4, its filling is
\begin{equation}
\begin{array}{c|cccc}
 & p=0&1&2&3\\ \hline
q=0&+&+&+&-\\
q=1&+&-&+&+\\
q=2&-&+&-&-\\
q=3&-&-&-&+
\end{array}
\end{equation}
Its pair correlations also vanish in shell 7, and in shell 8 $\Pi_8=-1$. An average of $\pm1$ products equals $-1$ only if every product does. So a shift by $2a$ along any cube axis reverses all colours, and by the symmetry argument every triplet vanishes, including those outside the search. The first mismatch is therefore shell 8. The pair-only search shows that no balanced 16-site cell matches all of shells 1 to 8.

The same shift $\mathbf t$ exposes a limit of the method. Four sites $\mathbf r$, $\mathbf r+\mathbf d$, $\mathbf r+\mathbf t$ and $\mathbf r+\mathbf t+\mathbf d$ have the product
\begin{equation}
s_{\mathbf r}\,s_{\mathbf r+\mathbf d}\,(-s_{\mathbf r})(-s_{\mathbf r+\mathbf d})=+1,
\end{equation}
where the random alloy has 0. This figure contains the shell-8 edge $\mathbf t$ and so lies beyond the matched range, but short four-site figures are not controlled by pairs and triplets either. The nearest-neighbour tetrahedron correlation does vanish in both cells shown, whereas the square with nearest-neighbour sides, whose longest edge is in shell 2, has $\Pi=1/3$ in both.

\textbf{Why not fill at random?} In a balanced filling, $\sum_{i\ne j}s_is_j=(\sum_i s_i)^2-N=-N$. Over $N(N-1)$ ordered pairs, the mean for distinct sites is $-1/(N-1)$. If a fraction $f$ of the shell vectors are cell repeats, these contribute $+1$, so
\begin{equation}
\overline{\Pi}=f-\frac{1-f}{N-1}.
\end{equation}
In the eight-site cell $f=2/12$ for shell 1, giving $0.1667-0.8333/7=+0.048$. The root-mean-square value over all fillings is 0.17, against 0 for the SQS.

\section{Reading the energy error}

For $N=8$ the non-zero pair correlations are $-1/12$, $1/2$, $-1/6$ and $-1/12$ in shells 3, 4, 5 and 7, with 24, 12, 24 and 48 neighbours. Equation \eqref{energy} gives, in meV per site,
\begin{equation}
\Delta E=0.185-0.234+0.080+0.029=0.060 .
\end{equation}
The small total rests on cancellation. If the interactions had the same sizes but unfavourable signs, the error would be the sum of magnitudes, 0.53~meV. For $N=16$ only shell 8 contributes, $3\times(-5/512)\times(-1)=0.029$~meV. The first mismatched shell tells where errors begin; their size also needs the interactions.

\section{Epitaxial films}

A film with its normal along a cube axis has four in-plane and eight out-of-plane nearest neighbours, and strain makes their couplings differ. Let $\delta=J_{\rm in}-J_{\rm out}$ and keep the mean $J_1=(J_{\rm in}+2J_{\rm out})/3$. Then $J_{\rm in}=J_1+2\delta/3$, $J_{\rm out}=J_1-\delta/3$, and
\begin{align}
E&=2J_{\rm in}\Pi_{\rm in}+4J_{\rm out}\Pi_{\rm out}\nonumber\\
&=J_1(2\Pi_{\rm in}+4\Pi_{\rm out})
+\tfrac43\delta(\Pi_{\rm in}-\Pi_{\rm out})\nonumber\\
&=6J_1\Pi_1+\tfrac43\delta(\Pi_{\rm in}-\Pi_{\rm out}).
\end{align}
The last term survives when $\Pi_1=0$.

Both cells shown repeat along $(0,1,1)$, a nearest-neighbour vector. For a film normal along $x$, both have $\Pi_{\rm in}=0.50$ and $\Pi_{\rm out}=-0.25$. With $\delta=0.5$~meV the spurious energy is $\frac43(0.5)(0.75)=0.50$~meV per site, well above the pair errors of these two cells, 0.060 and 0.029~meV. For normals along $y$ and $z$ it is $-0.25$~meV each.

These three values add to zero for a general reason. From $3\Pi_1=\Pi_{\rm in}+2\Pi_{\rm out}$ follows $\Pi_{\rm in}-\Pi_{\rm out}=\frac32(\Pi_{\rm in}-\Pi_1)$. Each bond is in-plane for one of the three normals, so the three $\Pi_{\rm in}$ add to $3\Pi_1$ and the differences cancel. Averaging a film calculation over the three orientations therefore removes this nearest-neighbour error to first order in $\delta$. Choosing another tied structure is a second remedy, but only at $N=16$, where some of the tied structures have $\Pi_{\rm in}=\Pi_{\rm out}$ for all three normals. At $N=8$ every tied structure has a difference of 0.75 for one of the normals, so only the averaging helps.

\section{When the random alloy is the wrong target}

Interactions create short-range order even in a disordered alloy. Keep only $J_1$, in zero field so that the mean composition is equal, and set $K=-J_1/kT$, $v=\tanh K$. Each bond factor is
\begin{equation}
e^{Ks_is_j}=\cosh K\,(1+v\,s_is_j).
\end{equation}
Summing over spins keeps only products in which every spin appears an even number of times. For $\langle s_0s_1\rangle$ of two neighbours, up to order $v^3$ the chosen bonds must form a path between them: the direct bond, one of $n_2$ two-step paths, or one of $n_3$ three-step paths. The normalizing sum first changes at $v^3$, through closed triangles, which affects the ratio at $v^4$. Hence
\begin{equation}
\Pi_1=v+n_2v^2+n_3v^3+O(v^4),\qquad n_2=4,\quad n_3=22,
\end{equation}
where the path numbers come from direct counting. At 1000~K, $kT=86.2$~meV and $K=0.058$, so
\begin{equation}
\Pi_1\approx0.0580+0.0134+0.0043\approx0.076 .
\end{equation}
Exact summation over a 20-site cluster gives 0.077. Neither number is converged in the third decimal: the omitted longer paths raise the bulk value to 0.078. The energy $6J_1\Pi_1$ is $-2.3$ to $-2.4$~meV per site, far larger than the pair error of either SQS. Going from 8 to 16 sites does not repair this; the target correlations must be changed.

\section{Comparison with a real film}

The parameters are roughly those of a copper--nickel film: $a=0.36$~nm, and a negative $J_1$ because the two metals tend to separate at low temperature. The first mismatch then lies at 0.44~nm for $N=8$ and 0.72~nm for $N=16$. The values of $J_m$ and $\delta$ are round choices, not computed interactions, so the energies show orders of magnitude. Real films break the assumption of independent sites, which at 1000~K moves $\Pi_1$ from 0 to about 0.08 with $J_1$ alone and to about 0.09 with all eight shells of the model. They also break that of a rigid lattice. With a rough bulk modulus $B=160$~GPa and 2.5\% size mismatch, squeezing or stretching each atom by $\varepsilon=1.25\%$ to a common lattice stores
\begin{equation}
\tfrac12B\frac{a^3}{4}(3\varepsilon)^2\approx8~\text{meV per site}.
\end{equation}
In this estimate it is an upper limit to what relaxation can gain. The actual gain, not computed here, is smaller, because the relaxed atoms still share one lattice and keep part of the strain. Magnetism and vibrations are left out.

\section{Recommended choices}

These recommendations hold for equal composition on a single fcc lattice with the ordering used here.

\begin{itemize}
\item For pair and triplet interactions, use $N=8$ when those beyond the second shell are weak compared with the accuracy sought, and $N=16$ when they matter up to the seventh. Four-site interactions need a separate check.
\item Test convergence along multiples, such as 8 and 16.
\item Set the matching range beyond the expected first mismatch. At $N=16$ a range of six shells reports no mismatch, although one exists in shell 8.
\item Inspect the shortest repeat vector and, for films, average over the three cube-axis normals.
\item Relax the atomic positions, and estimate short-range order at the preparation temperature before paying for a larger cell.
\end{itemize}

The complete site lists and shell values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
a = 0.36 nm, J1 = -5.0 meV, anneal T = 1000 K
Figures to shell 6: 6 pairs, 23 triplets
N | cells | structures | tied | first mismatch, Pi | pair-only shell | dE meV/site
2 | 2 | 2 | 1 | shell 2 pair (2,), -1.0000 | 2 | +1.470
4 | 7 | 21 | 2 | shell 2 pair (2,), -0.3333 | 2 | +0.659
6 | 10 | 100 | 6 | shell 2 pair (2,), +0.1111 | 2 | +0.335
8 | 20 | 700 | 8 | shell 3 pair (3,), -0.0833 | 3 | +0.060
12 | 41 | 18942 | 12 | shell 2 pair (2,), -0.1111 | 3 | +0.243
16 | 58 | 373230 | 112 | none to shell 6 | 8 | +0.029
Unreduced N=8 check: 155 cells, same optimum
N=8 repeat vectors (a/2): (0,1,1) (2,-1,1) (2,3,-3)
  A sites (a/2): (0,0,0) (1,1,0) (1,0,1) (1,2,-1)
  B sites (a/2): (2,1,-1) (-1,0,1) (0,1,-1) (0,-1,1)
  shortest repeat = 0.255 nm; colour-reversing symmetry: True; tetrahedron Pi = +0.0000
N=16 repeat vectors (a/2): (0,1,1) (4,2,-2) (4,-2,2)
  A sites (a/2): (0,0,0) (1,1,0) (2,1,-1) (1,0,1) (-1,-1,2) (0,-1,1) (-1,2,-1) (-2,0,0)
  B sites (a/2): (-1,0,1) (2,0,0) (2,-1,1) (0,2,-2) (1,-1,2) (-1,1,0) (0,1,-1) (1,2,-1)
  shortest repeat = 0.255 nm; colour-reversing symmetry: True; tetrahedron Pi = +0.0000
shell | r nm | z | Pi2 N=8 | max|Pi3| N=8 | Pi2 N=16 | max|Pi3| N=16
1 | 0.255 | 12 | +0.0000 | 0.0000 | +0.0000 | 0.0000
2 | 0.360 | 6 | +0.0000 | 0.0000 | +0.0000 | 0.0000
3 | 0.441 | 24 | -0.0833 | 0.0000 | +0.0000 | 0.0000
4 | 0.509 | 12 | +0.5000 | 0.0000 | +0.0000 | 0.0000
5 | 0.569 | 24 | -0.1667 | 0.0000 | +0.0000 | 0.0000
6 | 0.624 | 8 | +0.0000 | 0.0000 | +0.0000 | 0.0000
7 | 0.673 | 48 | -0.0833 | not searched | +0.0000 | not searched
8 | 0.720 | 6 | +0.0000 | not searched | -1.0000 | not searched
Gaussian pair sum N=8, alpha = 0.02/a^2: -1.000000
N=8 fillings: 700; colour-reversible: 596; all listed triplets zero: 596
Random filling of N=8 cell, shell 1: repeat fraction 0.1667, mean Pi +0.0476, rms 0.1737
kT = 86.17 meV, -J1/kT = 0.0580; paths n2 = 4, n3 = 22
Neglected order: Pi1 series = +0.0757, 20-site cluster = +0.0769
  its nearest-neighbour energy = -2.27 meV/site
Film bond splitting J_in - J_out = 0.5 meV
  N=8 normal x: Pi_in +0.5000, Pi_out -0.2500, extra E +0.500 meV/site
  N=8 normal y: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=8 normal z: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=16 normal x: Pi_in +0.5000, Pi_out -0.2500, extra E +0.500 meV/site
  N=16 normal y: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=16 normal z: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
Size-mismatch scale (B = 160 GPa, mismatch 2.5 %): 8.2 meV/site
\end{verbatim}
